\section*{Acoustic deformation-potential scattering and mobility, derived in two ways}

\section{One uniform strain}

Take a block of elastic solid of volume $V$ and stretch it uniformly along $x$ by a fraction $D$, with its sides held fixed. The elastic energy is $\tfrac12 cVD^2$, which defines the longitudinal elastic constant $c$. The stretch moves the edge of the conduction band by $\Xi D$, where $\Xi$ is the deformation potential. If the block is in thermal equilibrium and $D$ is a classical variable, its probability is proportional to $\exp(-cVD^2/2\theta)$, with $\theta=k_BT$. This Gaussian gives
\begin{equation}
\langle D^2\rangle=\frac{\theta}{cV},\qquad
\langle(\Xi D)^2\rangle=\frac{\Xi^2\theta}{cV}.
\label{eq:block}
\end{equation}

A uniform shift of the band edge does not scatter an electron, but a strain that varies in space does. Each strain wave has the same mean square as the uniform strain, as shown below. The scattering rate is this mean square multiplied by the number of states the electron can reach, so it is proportional to $T$ times the density of states.

Atomic units are used in the algebra ($\hbar=m_e=e=1$). The electron has the isotropic parabolic energy $E=k^2/2m$, with $m$ in electron masses, and speed $v=k/m$. The solid is an isotropic continuum of density $\rho$ that stays in equilibrium. A longitudinal wave obeys $\rho\ddot u=c\,u''$, so its sound speed $s$ satisfies $c=\rho s^2$. The coupling is $U=\Xi\,\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the displacement; screening and other scattering mechanisms are left out. The mobility $\mu$ is the magnitude of the drift velocity per unit electric field; with $e=1$ this is the drift velocity per unit force, the form used in the algebra.

\section{First derivation: a frozen, classical strain}

\subsection{The random potential}

Suppose that the lattice hardly moves during a collision and that its waves are classical. Write
\begin{equation}
\nabla\!\cdot\mathbf u=\sum_{\mathbf q}D_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},
\qquad D_{-\mathbf q}=D_{\mathbf q}^* .
\end{equation}
Transverse waves have $\mathbf q\cdot\mathbf u_{\mathbf q}=0$ and do not contribute. In a longitudinal wave the only strain is a stretch along $\mathbf q$, equal to $\nabla\!\cdot\mathbf u$, with energy density $\tfrac12c(\nabla\!\cdot\mathbf u)^2$. Integration over $V$ removes products of waves unless their wavevectors add to zero, so the energy is $\tfrac12cV\sum_{\mathbf q}|D_{\mathbf q}|^2$.

The terms $\mathbf q$ and $-\mathbf q$ are one pair, with energy $cV|D_{\mathbf q}|^2=cV(a^2+b^2)$ for $D_{\mathbf q}=a+ib$. Equipartition gives each quadratic term $\theta/2$, hence $\langle a^2\rangle=\langle b^2\rangle=\theta/(2cV)$ and
\begin{equation}
\langle|D_{\mathbf q}|^2\rangle=\frac{\theta}{cV},
\label{eq:strain}
\end{equation}
as for the block. A short wave has a smaller displacement than a long one, but the same mean-square strain.

\subsection{The rate}

Between plane waves normalized in $V$, the matrix element of $U$ is $\Xi D_{\mathbf k'-\mathbf k}$. The golden rule for a static potential, averaged over the strain, gives
\begin{equation}
\frac1\tau=2\pi\sum_{\mathbf k'}\frac{\Xi^2\theta}{cV}\,
\delta(E_{k'}-E_k)=\frac{2\pi\Xi^2\theta}{c}\,g(E).
\label{eq:rate}
\end{equation}
The coupling does not act on spin, so $g$ counts states of one spin. With $k\,dk=m\,dE$,
\begin{equation}
g(E)=\int\!\frac{4\pi k'^2dk'}{(2\pi)^3}\,\delta(E_{k'}-E)
=\frac{mk}{2\pi^2}=\frac{m^{3/2}E^{1/2}}{\sqrt2\,\pi^2}.
\label{eq:dos}
\end{equation}
Therefore
\begin{equation}
\frac1\tau=\frac{\Xi^2\theta\,mk}{\pi c}
=\frac{\sqrt2\,m^{3/2}\Xi^2\theta E^{1/2}}{\pi c}.
\label{eq:rate2}
\end{equation}
A faster electron is scattered more often, in proportion to its speed. Its mean free path is thus independent of energy:
\begin{equation}
\ell=v\tau=\frac km\,\frac{\pi c}{\Xi^2\theta mk}
=\frac{\pi c}{m^2\Xi^2\theta}.
\label{eq:path}
\end{equation}

\subsection{From free path to mobility}

The mean square of the matrix element does not depend on direction, so the velocity after a collision averages to zero. The chance of no collision in time $t$ is $e^{-t/\tau}$, and the velocity correlation at fixed energy is $\langle\mathbf v(0)\cdot\mathbf v(t)\rangle=v^2e^{-t/\tau}$. The diffusion constant is one third of its time integral, $v^2\tau/3=v\ell/3$. For a gas of low density the energies follow the Maxwell distribution. Since $\ell$ is constant, the average needs only the mean speed:
\begin{equation}
\langle v\rangle=\frac{\int_0^\infty v^3e^{-mv^2/2\theta}dv}
{\int_0^\infty v^2e^{-mv^2/2\theta}dv}
=\frac{2\theta^2/m^2}{\tfrac{\sqrt\pi}{4}(2\theta/m)^{3/2}}
=\sqrt{\frac{8\theta}{\pi m}},\qquad
\mathcal D=\frac{\ell\langle v\rangle}{3}.
\end{equation}

Diffusion fixes the mobility. Under a constant force $F$ along $x$, the equilibrium density is $n\propto e^{Fx/\theta}$ and carries no current. Setting $n\mu F-\mathcal D\,dn/dx=0$ gives $\mu=\mathcal D/\theta$, so
\begin{equation}
\mu=\frac{1}{3\theta}\,\frac{\pi c}{m^2\Xi^2\theta}
\sqrt{\frac{8\theta}{\pi m}}
=\frac{2\sqrt{2\pi}}{3}\,
\frac{c}{m^{5/2}\,\Xi^2\,\theta^{3/2}} .
\label{eq:mu}
\end{equation}
This is the Bardeen--Shockley mobility.

\section{Second derivation: absorbing and emitting phonons}

\subsection{The matrix elements}

Now quantize the longitudinal waves, with frequency $\omega=sq$:
\begin{equation}
\mathbf u=\sum_{\mathbf q}A_q\frac{\mathbf q}{q}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
The amplitude follows from the kinetic energy. In a thermal state with $N_q$ phonons per mode, the mean kinetic energy of one mode is $\tfrac12\rho VA_q^2\omega^2(2N_q+1)$. It must be half the oscillator energy, $\tfrac12\omega(N_q+\tfrac12)$, so $A_q^2=1/(2\rho V\omega)$. The divergence brings a factor of magnitude $q$. With $\rho s=c/s$, the squared matrix elements are
\begin{equation}
|M|^2=\frac{\Xi^2q^2}{2\rho Vsq}
\begin{Bmatrix}N_q\\N_q+1\end{Bmatrix}
=\frac{\Xi^2sq}{2cV}
\begin{Bmatrix}N_q\\N_q+1\end{Bmatrix},
\qquad N_q=\frac1{e^{sq/\theta}-1},
\label{eq:M}
\end{equation}
for absorption (upper) and emission (lower).

\subsection{The integral over phonons}

Let $\alpha$ be the angle between $\mathbf k$ and $\mathbf q$, and let $p=ms$. Energy conservation reads
\begin{align}
\text{absorption, } \mathbf k'=\mathbf k+\mathbf q:&\quad
\frac{kq\cos\alpha}{m}+\frac{q^2}{2m}=sq,
\quad \cos\alpha=\frac{p-q/2}{k},\\
\text{emission, } \mathbf k'=\mathbf k-\mathbf q:&\quad
-\frac{kq\cos\alpha}{m}+\frac{q^2}{2m}=-sq,
\quad \cos\alpha=\frac{p+q/2}{k}.
\end{align}
For $k>p$, the condition $|\cos\alpha|\le1$ allows $0<q\le2(k+p)$ in absorption and $0<q\le2(k-p)$ in emission. Integrating the delta function over $\cos\alpha$ gives $m/(kq)$. The absorption rate is
\begin{equation}
\Gamma_a=2\pi\,\frac{V}{(2\pi)^3}\,2\pi\!\int\! q^2dq\,
\frac{\Xi^2sq}{2cV}N_q\,\frac{m}{kq}
=\frac{\Xi^2ms}{4\pi ck}\int_0^{2(k+p)}\!\!q^2N_q\,dq .
\label{eq:abs}
\end{equation}
The emission rate $\Gamma_e$ has $N_q+1$ in place of $N_q$ and the upper limit $2(k-p)$.

If $sq\ll\theta$ for all $q$ up to about $2k$, then both $N_q$ and $N_q+1$ are close to $\theta/(sq)$. This is equipartition for phonons. If also $k\gg p$, both upper limits become $2k$, each integral is $2k^2\theta/s$, and
\begin{equation}
\Gamma_a+\Gamma_e\simeq\frac{\Xi^2ms}{4\pi ck}\,
\frac{4k^2\theta}{s}=\frac{\Xi^2\theta\,mk}{\pi c},
\end{equation}
in agreement with (\ref{eq:rate2}). The factor $q$ in (\ref{eq:M}) has cancelled the $1/q$ in the phonon number. In this limit the two processes each supply half of the strain variance in (\ref{eq:strain}).

\subsection{How good the limit is}

Use $N_q=\theta/(sq)-\tfrac12+sq/(12\theta)+\dots$ in the two integrals:
\begin{equation}
I_{a,e}=\frac{2\theta}{s}(k\pm p)^2\mp\frac43(k\pm p)^3
+\frac{s}{3\theta}(k\pm p)^4+\dots
\end{equation}
The upper signs are for absorption. In the sum, the first terms give $4\theta(k^2+p^2)/s$, the second give $-8k^2p$ and the third give $2sk^4/(3\theta)$, up to higher orders. Dividing by $4k^2\theta/s$, with $k^2=2mE$ and $\varepsilon=ms^2/\theta$, gives
\begin{equation}
\frac{\Gamma_a+\Gamma_e}{1/\tau}
=1+\varepsilon\left(\frac{\theta}{2E}-2+\frac{E}{3\theta}\right)+\dots
\label{eq:corr}
\end{equation}
at fixed $E/\theta$. For thermal electrons a single small number, $ms^2/\theta$, therefore controls both the classical and the elastic approximation.

The separate rates differ from half the total at the lower order $\sqrt\varepsilon$. Their relative shifts are $\pm(2p/k-2sk/3\theta)$. The first part comes from the wider range of $q$ in absorption, the second from the extra 1 in emission. They balance at $k^2=3m\theta$, or $E=3\theta/2$. To this order absorption is the faster process below that energy and emission above it.

\subsection{The Boltzmann equation}

In the elastic limit the transition rate is symmetric in $\mathbf k$ and $\mathbf k'$ and uniform over the energy shell. Let a force $F$ along $z$ change the distribution from $f_0\propto e^{-E/\theta}$ to $f_0+f_1$, with $f_1$ odd in $k_z$. Scattering into $\mathbf k$ sums $f_1$ over the shell and gives zero; scattering out gives $-f_1/\tau$. The weight $1-\cos\chi$ for momentum loss, where $\chi$ is the scattering angle, thus averages to one, and momentum relaxes at the total rate. To first order in $F$,
\begin{equation}
Fv_z\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad f_1=\frac{Fv_z\tau}{\theta}f_0 .
\end{equation}
Averaging $v_z$ and using $\langle v_z^2\tau\rangle=\langle v^2\tau\rangle/3$, $v^2=2E/m$ and $\langle E\rangle=3\theta/2$,
\begin{equation}
\mu=\frac{\langle v_z^2\tau\rangle}{\theta}
=\frac{2\langle E\tau\rangle}{3m\theta}
=\frac{\langle E\tau\rangle}{m\langle E\rangle}.
\end{equation}
Let $y=E/\theta$. The thermal weight is $y^{1/2}e^{-y}$ and $\tau=\tau_\theta y^{-1/2}$, where $\tau_\theta$ is the value at $E=\theta$. Hence
\begin{equation}
\mu=\frac{\tau_\theta}{m}\,
\frac{\int_0^\infty y\,e^{-y}dy}{\int_0^\infty y^{3/2}e^{-y}dy}
=\frac{4}{3\sqrt\pi}\,\frac{\tau_\theta}{m},
\qquad
\tau_\theta=\frac{\pi c}{\sqrt2\,m^{3/2}\Xi^2\theta^{3/2}} .
\label{eq:avg}
\end{equation}
The numerical factor is $4\pi/(3\sqrt{2\pi})=2\sqrt{2\pi}/3$, so (\ref{eq:mu}) is recovered.

The exponents can now be read off. The density of states supplies $m^{3/2}$ and inertia supplies one more $m$. The strain variance supplies $\theta$, and the growth of the density of states with thermal energy supplies $\theta^{1/2}$.

\section{A worked example}

For numbers, keep $\hbar=1$ but measure energy in eV and length in \AA. The formulas are unchanged if $m$ is replaced by $m\,m_e/\hbar^2$, and $\hbar\mu/e$ is then an area. Take round model parameters: mass 0.3, $\Xi=8$ eV, $c=1$ eV/\AA$^3$, $\hbar s=0.04$ eV\,\AA\ and $\theta=0.025$ eV. The mass becomes $0.3\times0.13123=0.03937$ (eV\,\AA$^2)^{-1}$.

At $E=\theta$ the wavevector is $k=0.04437$ \AA$^{-1}$, and
\begin{align}
g&=\frac{0.03937\times0.04437}{2\pi^2}
=8.85\times10^{-5}\ \text{eV}^{-1}\text{\AA}^{-3},\\
\frac{\hbar}{\tau}&=2\pi\times8^2\times0.025\times8.85\times10^{-5}
=8.90\times10^{-4}\ \text{eV},\\
\ell&=\frac{\pi}{0.03937^2\times8^2\times0.025}=1267\ \text{\AA},\\
\frac{\hbar\mu}{e}&=\frac{0.7523}{0.03937\times8.896\times10^{-4}}
=2.148\times10^{4}\ \text{\AA}^2 .
\end{align}
Here $0.7523=4/(3\sqrt\pi)$ is the energy-weighted average $\langle E\tau\rangle/\langle E\rangle$ in units of $\tau_\theta$; the plain thermal average $\langle\tau\rangle$ is a different number, $(2/\sqrt\pi)\,\tau_\theta$. The rate is $1.35\times10^{12}$ s$^{-1}$ and the mobility is 3260 cm$^2$/(V\,s). Doubling $\theta$ lowers $\hbar\mu/e$ to 7590 \AA$^2$, a factor $2^{-3/2}$. Doubling the mass instead lowers it to 3800 \AA$^2$, a factor $2^{-5/2}$.

The small parameter is $ms^2/\theta=0.00252$. Equation (\ref{eq:corr}) at $E=\theta$ gives $1-\tfrac76\times0.00252=0.9971$, which is also the ratio found by integrating the phonon rates numerically. Absorption contributes $4.54\times10^{-4}$ eV and emission $4.33\times10^{-4}$ eV, in the order expected below $3\theta/2$.

\section{What each derivation assumes}

Both derivations treat the coupling to lowest order. This requires $k\ell=2E\tau\gg1$; in the example $k\ell=56$ at $E=\theta$. The condition fails for the slowest electrons, as does $k\gg ms$, but they carry little weight: the numerator of (\ref{eq:avg}) receives about $y_0^2/2$ from energies below $y_0\theta$ when $y_0$ is small. Both also take $\Xi$, $c$ and $m$ to be independent of temperature, and the mass law compares bands with equal $\Xi$ and $c$.

The derivations differ in their treatment of the lattice. The first assumes from the start that the strain is static and classical. It cannot tell absorption from emission or estimate its own error. It also needs a thermal distribution of energies, which a static potential cannot establish; weak energy exchange with the phonons must do so. The second starts from moving, quantized waves and obtains the static result as a limit, with the correction (\ref{eq:corr}) to the total rate. Its rates (\ref{eq:abs}) remain usable for $k>ms$ when $sq$ is comparable with $\theta$, where (\ref{eq:strain}) is no longer accurate. For $k<ms$ the condition $\cos\alpha\le1$ forbids emission and raises the lower limit of the absorption integral to $q=2(p-k)$.

They differ in transport too. The first uses equilibrium diffusion and the relation $\mu=\mathcal D/\theta$, valid for a nondegenerate gas. The second uses the response to a force and extends beyond the elastic limit. Put $f=f_0(1+F\Phi/\theta)$ and let $W$ be the full transition rate. Because $N_q/(N_q+1)=e^{-sq/\theta}$, it obeys $f_0(\mathbf k)W(\mathbf k\to\mathbf k')=f_0(\mathbf k')W(\mathbf k'\to\mathbf k)$, and the Boltzmann equation becomes
\begin{equation}
v_z=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')
\left[\Phi(\mathbf k)-\Phi(\mathbf k')\right],\qquad
\mu=\frac{\langle v_z\Phi\rangle}{\theta}.
\label{eq:full}
\end{equation}

The numerical check solves (\ref{eq:full}) numerically with phonon energies and Bose factors retained. Relative to (\ref{eq:mu}), the mobility is higher by 0.32\% in the example. The excess falls to 0.08\% when the sound speed is halved at fixed $c$, and rises to 3.3\% when $\theta$ is divided by ten. Both changes are close to proportionality with $ms^2/\theta$. The local exponents of the full solution are $-2.497$ for mass and $-1.503$ for temperature, so the simple powers are leading-order laws.

The powers change when the gas is degenerate. In the elastic limit $-\partial f_0/\partial E$ then selects electrons at the Fermi energy $E_F$, and $\mu=\tau(E_F)/m\propto m^{-5/2}\theta^{-1}E_F^{-1/2}$, provided that $2sk_F\ll\theta$, with $k_F$ the Fermi wavevector. At fixed density $E_F\propto1/m$, so $\mu\propto m^{-2}T^{-1}$. The law $m^{-5/2}T^{-3/2}$ has thus been derived for a nondegenerate gas in an isotropic parabolic band, with acoustic phonons in equipartition as the sole source of scattering. The powers alone do not identify this mechanism: the steps from (\ref{eq:rate}) to (\ref{eq:mu}) give them for any nearly elastic, isotropic scattering whose mean-square matrix element is proportional to $T$ and independent of wavevector and mass.

\section*{Numbers as computed}
\begin{verbatim}
band mass ratio m: 0.3
deformation potential Xi: 8.0 eV
elastic constant c: 1.0 eV/A^3
hbar * sound speed: 0.04 eV A
theta = k_B T: 0.025 eV
m_e/hbar^2: 0.13123 1/(eV A^2)
band mass m*m_e/hbar^2: 0.03937 1/(eV A^2)
m s^2: 6.299e-05 eV
m s^2/theta: 0.00252
k at E = theta: 0.04437 1/A
phonon energy 2 s k at E = theta: 0.00355 eV
one-spin DOS at E = theta: 8.8493e-05 1/(eV A^3)
hbar/tau at E = theta, formula: 8.8963e-04 eV
1/tau at E = theta, formula: 1.3516e+12 1/s
hbar/tau at E = 4 theta: 1.7793e-03 eV
inelastic absorption, E = theta: 4.5401e-04 eV
inelastic emission, E = theta: 4.3301e-04 eV
inelastic total / formula: 0.99706
box-sum total / formula: 0.9964
box-sum DOS / formula: 1.0000
box-sum momentum rate / total rate: 0.9985
ring strain / classical value: 1.00018
mean free path, formula: 1266.8 A
inelastic free path, E = theta: 1270.5 A
inelastic free path, E = 4 theta: 1268.5 A
k * mean free path at E = theta: 56.2
average tau / tau(theta): 0.75225
hbar mu/e, formula: 21477.7 A^2
mu, formula: 3263.0 cm^2/(V s)
hbar mu/e, theta doubled: 7593.5 A^2
hbar mu/e, mass doubled: 3796.8 A^2
hbar mu/e, full Boltzmann: 21547.0 A^2
full/formula - 1 at theta: 0.00323
full/formula - 1, half sound speed: 0.00081
full/formula - 1 at theta/10: 0.03308
mass exponent, full Boltzmann: -2.4968
temperature exponent, full: -1.5032
\end{verbatim}
